# Diamagnetic shift of an ns state and the l- and n-mixing fields

**Question.** An electron moves in the Coulomb field of an infinitely heavy nucleus of unit charge, in a uniform magnetic field $B$ along $z$. Use atomic units, in which one unit of field is $2.3505\times10^{5}$ T, and omit spin-orbit coupling. Consider states with magnetic quantum number $m=0$. The reduced radial function $u_{nl}(r)=rR_{nl}(r)$ is real and normalized by $\int_0^\infty u_{nl}^2\,dr=1$.

## Part (a)

*Derive the field-dependent terms of the Hamiltonian. Which of them matters for the relative positions of $m=0$ levels with the same spin projection?*

**Answer.** The electron has charge $-1$, so its kinetic energy is $\tfrac12(\mathbf p+\mathbf A)^2$. Choose

$$\mathbf A=\tfrac12\,\mathbf B\times\mathbf r=\tfrac B2(-y,\,x,\,0).$$

Since $\nabla\cdot\mathbf A=0$, the operators $\mathbf p\cdot\mathbf A$ and $\mathbf A\cdot\mathbf p$ are equal, and

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2 .$$

Here $\mathbf A\cdot\mathbf p=\tfrac B2(xp_y-yp_x)=\tfrac B2L_z$, which vanishes for $m=0$. The spin energy is the same for all states of one spin projection and can be dropped. What remains is the diamagnetic term

$$V=\tfrac12A^2=\frac{B^2}{8}(x^2+y^2)=\frac{B^2}{8}r^2\sin^2\theta .$$

It is never negative, and it grows with the extent of the orbit across the field.

## Part (b)

*Compute the expectation value of $V$ in a hydrogenic $ns$ state. Obtain the radial average from the radial equation.*

**Answer.** An $s$ state is isotropic, so $\langle\cos^2\theta\rangle=1/3$ and $\langle\sin^2\theta\rangle=2/3$. The radial equation for $l=0$ is

$$u''=Qu,\qquad Q=\frac1{n^2}-\frac2r .$$

Let $P=u^2$. Then $P'=2uu'$ and $P''=2u'^2+2QP$. One more derivative gives

$$P'''=4u'u''+2Q'P+2QP'=4QP'+2Q'P,$$

because $4u'u''=4Quu'=2QP'$. Multiply by $r^k$ and integrate from zero to infinity. Near the origin $P\propto r^2$, and at infinity $P$ decays exponentially, so all boundary terms vanish for $k=2$ and $k=3$. Three integrations by parts on the left and one on the right give

$$-k(k-1)(k-2)\langle r^{k-3}\rangle=-4\big\langle (r^kQ)'\big\rangle+2\langle r^kQ'\rangle .$$

With $Q'=2/r^2$, the case $k=2$ reads

$$0=-\frac{8\langle r\rangle}{n^2}+8+4,\qquad\text{so}\qquad \langle r\rangle=\frac{3n^2}{2}.$$

The case $k=3$ reads

$$-6=-\frac{12\langle r^2\rangle}{n^2}+16\langle r\rangle+4\langle r\rangle .$$

Inserting $\langle r\rangle$ gives $12\langle r^2\rangle/n^2=30n^2+6$, hence

$$\langle r^2\rangle=\frac{n^2(5n^2+1)}2 .$$

The required expectation value is therefore

$$\langle V\rangle_{ns}=\frac{B^2}{8}\cdot\frac23\cdot\frac{n^2(5n^2+1)}2=\frac{B^2n^2(5n^2+1)}{24}.$$

For large $n$ it grows as $\tfrac5{24}B^2n^4$, the square of an orbital size of order $n^2$.

## Part (c)

*When is this expectation value the first-order shift of a level? Find the matrix element $W$ of $V$ between $ns$ and $nd$, and examine hydrogen with $n=3$.*

**Answer.** First-order perturbation theory requires $V$ to be diagonal among degenerate states. Multiplication by $\cos\theta$ changes $l$ by $\pm1$. Hence $\sin^2\theta=1-\cos^2\theta$ connects $l$ to $l$ and $l\pm2$ and preserves parity. For $n=1$ and $n=2$ the $ns$ state has no degenerate $m=0$ partner of the same parity, and the result of part (b) is its level shift. For $n\ge3$ the $nd$ state is degenerate with $ns$ in a pure Coulomb field, and the coupling must be found.

**Angular factor.** Write $\sin^2\theta=\tfrac23-\tfrac23P_2(\cos\theta)$. With $Y_{00}=1/\sqrt{4\pi}$ and $Y_{20}=\sqrt{5/4\pi}\,P_2$,

$$\langle Y_{00}|\sin^2\theta|Y_{20}\rangle=-\frac23\cdot\frac{\sqrt5}{2}\int_{-1}^{1}P_2^2(c)\,dc=-\frac23\cdot\frac{\sqrt5}{2}\cdot\frac25=-\frac{2}{3\sqrt5}.$$

**Ladder in $l$.** Define

$$a_l=\frac d{dr}+w_l,\qquad a_l^\dagger=-\frac d{dr}+w_l,\qquad w_l=\frac lr-\frac1l .$$

Multiplying out, with $w_l'=-l/r^2$ and $w_l^2=l^2/r^2-2/r+1/l^2$, gives

$$a_la_l^\dagger=-\frac{d^2}{dr^2}+\frac{l(l-1)}{r^2}-\frac2r+\frac1{l^2},$$

$$a_l^\dagger a_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}-\frac2r+\frac1{l^2}.$$

The first operator contains the radial equation for $l-1$, so

$$a_la_l^\dagger u_{n,l-1}=c_l^2u_{n,l-1},\qquad c_l^2=\frac1{l^2}-\frac1{n^2}.$$

Acting with $a_l^\dagger$ on this equation shows that $a_l^\dagger u_{n,l-1}$ solves the radial equation for $l$ with the same $n$. It is regular at the origin, because the leading term $r^l$ of $u_{n,l-1}$ is annihilated: $-l\,r^{l-1}+l\,r^{l-1}=0$. Its squared norm is $c_l^2$. We may thus choose signs so that $a_l^\dagger u_{n,l-1}=c_lu_{nl}$.

Now write $u=u_{n0}$. Two steps give

$$c_1c_2u_{n2}=a_2^\dagger\left[-u'+\left(\frac1r-1\right)u\right].$$

The derivative in $a_2^\dagger$ produces $u''-(1/r-1)u'+u/r^2$. The factor $w_2=2/r-1/2$ produces $-(2/r-1/2)u'+(2/r-1/2)(1/r-1)u$. Together,

$$c_1c_2u_{n2}=u''-\left(\frac3r-\frac32\right)u'+\left(\frac3{r^2}-\frac5{2r}+\frac12\right)u .$$

Multiply by $r^2u$ and integrate. The first term gives $\langle r^2\rangle/n^2-2\langle r\rangle$ by the radial equation. Since $uu'=\tfrac12(u^2)'$, the second gives

$$-\int_0^\infty\left(3r-\frac{3r^2}2\right)uu'\,dr=\frac12\langle3-3r\rangle=\frac32-\frac32\langle r\rangle .$$

The third gives $3-\tfrac52\langle r\rangle+\tfrac12\langle r^2\rangle$. With the averages of part (b), the sum is

$$\left(\frac1{n^2}+\frac12\right)\langle r^2\rangle-6\langle r\rangle+\frac92
=\frac{5n^2+1}{2}+\frac{n^2(5n^2+1)}{4}-9n^2+\frac92 ,$$

which equals $\tfrac54(n^4-5n^2+4)=\tfrac54(n^2-1)(n^2-4)$. Divide by

$$c_1c_2=\frac{\sqrt{(n^2-1)(n^2-4)}}{2n^2}$$

to obtain

$$\langle n0|r^2|n2\rangle=\frac52n^2\sqrt{(n^2-1)(n^2-4)} .$$

Multiplication by $B^2/8$ and the angular factor yields

$$W=-\frac{\sqrt5}{24}B^2n^2\sqrt{(n^2-1)(n^2-4)} .$$

The sign depends on the phases chosen for the states; the magnitude does not. At large $n$, $|W|$ is smaller than $\langle V\rangle_{ns}$ by the factor $1/\sqrt5$. Both scale as $B^2n^4$, so lowering the field does not remove the mixing of degenerate states.

**The case $n=3$.** The $3s$ expectation value is $17.25B^2$, and $|W|=5.303B^2$. For $3d$, $u\propto r^3e^{-r/3}$, so $\langle r^2\rangle=(3/2)^2\cdot8\cdot7=126$. The angular density is proportional to $(3c^2-1)^2$ with $c=\cos\theta$, and

$$\langle c^2\rangle=\frac{9/7-6/5+1/3}{9/5-2+1}=\frac{11}{21},\qquad \langle\sin^2\theta\rangle=\frac{10}{21}.$$

The $3d$ expectation value is thus $\tfrac18\cdot126\cdot\tfrac{10}{21}B^2=7.5B^2$. The eigenvalues of the two-state matrix are

$$\frac{17.25+7.5}{2}B^2\pm B^2\sqrt{\left(\frac{17.25-7.5}{2}\right)^2+5.303^2},$$

or $5.17B^2$ and $19.58B^2$. Neither is $17.25B^2$. A diagonalization including other shells confirms these weak-field shifts. For $n\ge3$ in the non-relativistic Coulomb problem, the formula of part (b) is an expectation value and not the shift of an eigenstate. Real hydrogen is not exactly degenerate. Even without spin-orbit coupling, the relativistic corrections place $3d$ about 3.9 GHz above $3s$ (radiative corrections aside), and $2|W|$ reaches this gap only near 55 T. At 10 T the $3s$ state is still almost pure, and its shift, $17.16B^2$, is close to the value of part (b). The real atom thus behaves like the case of part (d) with a very small defect.

## Part (d)

*A small ionic core lowers the $s$ level to $-1/[2(n-\delta)^2]$ and leaves the other even-$l$ levels hydrogenic. Define the $l$-mixing field $B_l$ by $2|W|=\Delta$, where $\Delta$ is the zero-field gap. Find $B_l$. For $n=30$, $\delta=0.02$ and a field of 0.1 T, find the $ns$ shift and judge whether first order suffices.*

**Answer.** The gap is

$$\Delta=\frac1{2(n-\delta)^2}-\frac1{2n^2}\simeq\frac{\delta}{n^3}\qquad(\delta\ll n).$$

The $ns$ state is now isolated at low field, and part (b) gives its first-order shift if its wave function is taken as hydrogenic. Setting $2|W|=\Delta$,

$$B_l^2=\frac{12\,\Delta}{\sqrt5\,n^2\sqrt{(n^2-1)(n^2-4)}} .$$

For large $n$ and small $\delta$ this becomes

$$B_l^2n^7\simeq\frac{12\,\delta}{\sqrt5}.$$

The condition for $l$ mixing is therefore $B^2n^7$ of order $\delta$, not of order one. As $\delta\to0$ the threshold goes to zero, in agreement with part (c). The choice $2|W|=\Delta$ fixes a scale for a gradual change; another convention would alter the numerical factor.

**Shift at 0.1 T.** The field is $B=4.2544\times10^{-7}$. The coefficient is $900\cdot4501/24=168787.5$, so

$$\langle V\rangle_{30s}=168787.5\,(4.2544\times10^{-7})^2=3.055\times10^{-8},$$

which corresponds to 0.201 GHz. To check first order, use $|W|/B^2=7.526\times10^4$ and $\Delta=7.415\times10^{-7}$. Then $|W|=1.36\times10^{-8}$ and $|W|/\Delta=0.018$. The lower $s$ level is pushed down by about $W^2/\Delta=2.5\times10^{-10}$, less than one percent of the first-order shift. Diagonalizing $V$ within the even-parity $n=30$ shell, with the $s$ level lowered, gives 0.199 GHz. First order is thus adequate here, to about one percent of the shift.

**The mixing field.** The definition gives

$$B_l=\sqrt{\frac{7.415\times10^{-7}}{2\cdot7.526\times10^4}}=2.22\times10^{-6},$$

or 0.52 T. The corresponding $B_l^2n^7$ is 0.108, compared with $12\delta/\sqrt5=0.107$.

The shell diagonalization shows how the $s$ character spreads. The largest $s$ share found in any one eigenstate is

- 0.997 at $B_l/3$,
- 0.64 at $B_l$,
- 0.21 at $3B_l$.

With $\delta=0$ the corresponding share is 0.30. It is the same at every non-zero field in this one-shell model, because $B^2$ then multiplies the whole matrix and leaves its eigenvectors unchanged. The share at $3B_l$ lies below this Coulomb value, although it must tend to it when $B$ grows further within the model. The approach is therefore not monotonic within the one-shell model. That limit is neared only at about $10B_l$, beyond the field $B_n\approx5.45B_l$ of part (e), where one shell no longer suffices. With neighbouring shells included, the share is 0.20 at $3B_l$ and 0.23 at $5B_l$.

**Hydrogenic matrix elements.** The core also changes the $s$ wave function. One core that produces the assumed levels adds $-\delta(1-\delta)/(2r^2)$ to the potential for $l=0$. This replaces $l(l+1)$ by $\lambda(\lambda+1)$ with $\lambda=-\delta$, and a state with $n-1$ radial nodes then has effective quantum number $n-\delta$. Relative to the hydrogenic values, its $\langle r^2\rangle$ is lower by 0.3% and its $s$–$d$ element of $r^2$ by 0.05%. The first figure is close to $4\delta/n$, because $\langle r^2\rangle$ scales nearly as the fourth power of the effective quantum number. The approximation is good for this core and this small $\delta$. For a larger defect and this core, replacing $n$ by $\nu=n-\delta$ in part (b) is accurate at large $n$. The full result is $\langle r^2\rangle=\tfrac12\nu^2[5\nu^2+1+3\delta(1-\delta)]$, and for $\delta=0.4$ the extra term amounts to 0.02% at $n=30$ but 2% at $n=3$. The $s$–$d$ element must be calculated anew.

## Part (e)

*Use averages over Kepler orbits to find the first-order spread of a shell with large $n$. Estimate the value of $B^2n^7$ at which neighbouring shells meet, and the field for $n=30$. Does this mark complete mixing of $n$?*

**Answer.** For large $n$, the first-order energies in a shell can be estimated by averaging $V$ over classical Kepler orbits of energy $-1/(2n^2)$. Their semimajor axis is $a=n^2$. With eccentricity $e$ and eccentric anomaly $\eta$,

$$r=a(1-e\cos\eta),\qquad dt\propto(1-e\cos\eta)\,d\eta .$$

Averaging over one period gives

$$\overline{r^2}=a^2\int_0^{2\pi}\frac{d\eta}{2\pi}(1-e\cos\eta)^3=n^4\left(1+\frac32e^2\right),$$

since the odd powers of $\cos\eta$ average to zero and $\cos^2\eta$ averages to one half. As $0\le r^2\sin^2\theta\le r^2$ and $e\le1$,

$$0\le\overline{r^2\sin^2\theta}\le\frac52n^4 .$$

Both limits are approached by nearly linear orbits, which are compatible with $L_z=0$. An orbit along the field gives the lower limit, and one perpendicular to it gives the upper limit. The shell therefore spreads, to leading order at large $n$, over

$$0\lesssim E^{(1)}\lesssim\frac5{16}B^2n^4 .$$

The quantum shell has edges at $0.0092B^2n^4$ and $0.3034B^2n^4$ for $n=30$, and at $0.0046B^2n^4$ and $0.3079B^2n^4$ for $n=60$. Doubling $n$ roughly halves the distance from the limits 0 and $5/16=0.3125$.

The spacing to the next shell is about $1/n^3$. The upper edge of shell $n$ reaches the lower edge of shell $n+1$ when

$$\frac5{16}B_n^2n^4=\frac1{n^3},\qquad\text{so}\qquad B_n^2n^7=\frac{16}5 .$$

This is the sense in which $B^2n^7$ of order one marks $n$ mixing. Matrix elements of $V$ between neighbouring shells also scale as $B^2n^4$, because $r$ scales as $n^2$. Their ratio to the spacing is then a number times $B^2n^7$.

For $n=30$,

$$B_n=\sqrt{\frac{16}{5\cdot30^7}}=1.21\times10^{-5},$$

or 2.84 T. This is 5.45 times $B_l$ for the core in part (d), so there is a range of fields in which $l$ is strongly mixed while the shells are still separate. The square root of the ratio of the two conditions, $\sqrt{3.2/0.1077}$, gives the same factor.

**Accuracy of the estimate.** Using the quantum edges of the hydrogenic shells $n=30$ and $n=31$ and their actual spacing gives a first-order meeting field of 2.86 T. Two finite-$n$ corrections oppose each other: the quantum spread is narrower than the classical one, which raises the field, and the spacing is smaller than $1/n^3$, which lowers it.

Higher orders in $B^2$ are included when many shells are diagonalized together. For hydrogen with $n=10$ and $n=11$, the first closest approach of the two even-parity shells occurs at $B^2n^7\approx3.95$. This is about 23% above $16/5$, or about 11% in field. The first-order quantum edges of these two shells meet at 3.46, so finite-$n$ corrections account for the step from 3.2 to 3.46 and higher orders in $B^2$ for the rest.

**Degree of mixing.** Meeting of the edges does not mean complete mixing. For the $n=10$ shell, take the five eigenstates with the largest total weight in the original shell and average that weight. The results are

- 0.9999 at $B^2n^7=0.1$,
- 0.93 at $B^2n^7=3.2$,
- 0.47 at $B^2n^7=20$.

At the estimated meeting field $B^2n^7=3.2$, which for $n=10$ lies somewhat below the closest approach at 3.95, $n$ is still a fair label for these states: the five weights range from 0.84 to 0.99, and at $B^2n^7=3.9$ their average is still 0.90. At the highest field the average weight is below one half, so $n$ is no longer a fair label for the group as a whole; two of the five states nevertheless keep weights of 0.63 and 0.91 in the original shell. The first-order shift of part (b) thus has two separate conditions at large $n$: $B\ll B_l$, so that the state keeps its $s$ character, and $B^2n^7\ll1$, so that other shells can be neglected. For small $\delta$ the first is the stricter one. The shares, edges and weights quoted here come from numerical diagonalization of the matrices described.

## Computed values

```
atomic unit of magnetic field: 2.350518e+05 T
Hartree energy / h: 6.579684e+06 GHz
hydrogen 1s expectation / B^2: 0.2500 a.u.
hydrogen n=1 full level shifts / B^2: 0.2500 a.u.
hydrogen 2s expectation / B^2: 3.5000 a.u.
hydrogen n=2 full level shifts / B^2: 3.5000 a.u.
hydrogen 3s expectation / B^2: 17.2500 a.u.
hydrogen n=3 full level shifts / B^2: 5.1715 19.5784 a.u.
3d expectation / B^2: 7.5000 a.u.
3s-3d coupling / B^2: 5.3033 a.u.
model n: 30; s quantum defect: 0.02; field: 0.1 T
model field: 4.25438e-07 a.u.
ns expectation / B^2: 168787.5 a.u.
first-order shift: 3.05501e-08 a.u.
first-order shift: 0.2010 GHz
shift from shell diagonalization: 0.1993 GHz
s share at model field: 0.99965
zero-field s gap: 7.41482e-07 a.u.
s-d coupling / B^2: 75257.6 a.u.
l-mixing field B_l: 2.21953e-06 a.u.
l-mixing field B_l: 0.5217 T
B_l^2 n^7: 0.10774
12 delta/sqrt(5): 0.10733
largest s share at B_l/3: 0.9967
largest s share at B_l: 0.6406
largest s share at 3 B_l: 0.2090
largest s share, delta=0, B_l/100: 0.3022
core/hydrogen ratio of <s|r^2|s>: 0.99735
core/hydrogen ratio of |<s|r^2|d>|: 0.99948
n-mixing field B_n: 1.20962e-05 a.u.
n-mixing field B_n: 2.8432 T
B_n/B_l: 5.450
n=30 shell edges / (B^2 n^4): 0.00917 0.30341
n=60 shell edges / (B^2 n^4): 0.00462 0.30790
first-order meeting of n=30,31: 2.8638 T
first-order meeting, B^2 n^7: 3.2465
many-shell meeting of n=10,11, B^2 n^7: 3.9
largest basis change of levels above 1s: 1.5e-08 a.u.
largest 1s deviation from -1/2: 1.3e-04 a.u.
mean n=10 share at B^2 n^7=0.1: 0.9999
mean n=10 share at B^2 n^7=3.2: 0.9277
mean n=10 share at B^2 n^7=20.0: 0.4686
```
